# Interlayer contacts: when the band offset cancels the gain from unpinning

**The argument under comment**

The manuscript considers a metal on a lightly doped n-type semiconductor whose Fermi level is pinned by interface states. An insulating layer about one nanometre thick removes most of these states, and the Schottky barrier falls from 0.560 to 0.381 eV. Since thermionic emission depends exponentially on the barrier, the authors conclude that the contact resistivity falls about a thousandfold at 300 K. They add that any layer which unpins the Fermi level equally well would serve equally well.

The barrier calculation can be accepted. The conclusion about resistance does not follow from it: an electron that reaches the top of the Schottky barrier must still cross the layer. What has to be settled is how much of the thermionic gain this crossing consumes, and at which conduction-band offset nothing is left.

I use Hartree atomic units, with energies measured from the Fermi level. One isotropic effective mass \(m\) serves throughout, with one conduction valley and conserved transverse momentum. Traps and fixed charge in the layer or at its interfaces, the image force and diffusion-limited transport are left out. The narrow interface gap introduced below enters the electrostatics only; electrons are assumed to cross it freely in both contacts.

**What unpinning does to the barrier**

Let \(b\) be the metal work function minus the semiconductor electron affinity, which is the barrier without any interface dipole. Let \(\phi_N\) be the barrier at which the interface states are neutral, and \(D\) their number per unit energy and area. When the actual barrier \(\phi\) is below \(\phi_N\), the neutral level lies below the Fermi level by \(\phi_N-\phi\). The additional filled states carry the charge

\[
\sigma=-D(\phi_N-\phi).
\]

An opposite charge sits on the metal. If the depletion charge is neglected, the field is confined between the two sheets. In a region of relative permittivity \(\varepsilon\), the electron's potential energy rises towards the negative sheet with slope \(4\pi D(\phi_N-\phi)/\varepsilon\). The sheets are separated by an interface gap of width \(d\) and permittivity \(\varepsilon_g\), and by the layer, if present, of thickness \(t\) and permittivity \(\varepsilon_i\). Adding the two rises gives

\[
\phi-b=4\pi DA(\phi_N-\phi),\qquad
A=\frac{d}{\varepsilon_g}+\frac{t}{\varepsilon_i}.
\]

Collecting the terms in \(\phi\),

\[
\phi=\phi_N-S(\phi_N-b),\qquad S=\frac{1}{1+4\pi DA}.
\]

Strong pinning means \(S\ll1\), and \(S=1\) means no pinning. With subscripts 0 and 1 for the contacts without and with the layer, the barrier reduction is

\[
\phi_0-\phi_1=(S_1-S_0)(\phi_N-b).
\]

This already places two conditions on the manuscript's claim.

First, \(S_1>S_0\) requires \(D_1A_1<D_0A_0\). The layer lengthens the dipole arm \(A\), so the density of states must fall by a larger factor than the arm grows. A mere spacer that leaves the states in place strengthens the pinning.

Second, even successful unpinning lowers the barrier only if \(b<\phi_N\). For a metal with \(b>\phi_N\), it raises the n-type barrier.

The example uses round model parameters, not those of a named material: \(b=0.010\) and \(\phi_N=0.022\) hartree, \(d=4\) bohr, \(\varepsilon_g=2\), \(t=20\) bohr and \(\varepsilon_i=10\). The arm grows from \(4/2=2\) to \(2+20/10=4\) bohr, while \(D\) is taken to fall from 0.3 to 0.01 per hartree per square bohr. Then

\[
S_0=\frac1{1+4\pi(0.3)(2)}=0.117,\qquad
S_1=\frac1{1+4\pi(0.01)(4)}=0.665 .
\]

The barriers are \(\phi_0=0.02059\) and \(\phi_1=0.01401\) hartree. With \(k_BT=0.000950\) hartree, the dimensionless gain is

\[
g=\frac{\phi_0-\phi_1}{k_BT}=6.93,\qquad e^g\simeq1019 .
\]

This is the manuscript's factor of a thousand.

**From barrier to resistance**

Let \(\mathcal T(E)\) be the transmission probability at energy \(E\) of motion normal to the interface. The current density is the sum over both spins of velocity times transmission times the difference in occupation. A small voltage shifts one Fermi function relative to the other. The change of \(\mathcal T\) with voltage does not contribute at zero bias, because it multiplies a vanishing occupation difference. With \(v_x\,dk_x=dE\), the conductance per area is

\[
\frac1\rho=\frac{2}{(2\pi)^3}\int dE\,\mathcal T(E)
\int_0^\infty2\pi k\,dk\left[-f'\!\left(E+\frac{k^2}{2m}\right)\right].
\]

Since \(k\,dk=m\,d(k^2/2m)\), the inner integral equals \(2\pi m f(E)\), and

\[
\frac1\rho=\frac{m}{2\pi^2}\int dE\,\mathcal T(E)f(E).
\]

For \(\phi\gg k_BT\), the Fermi function may be replaced by a Boltzmann factor. Writing \(E=\phi+w\), so that \(w\) is the energy above the barrier top, gives

\[
\rho=\frac{2\pi^2}{m k_BT}\,\frac{e^{\phi/k_BT}}{\overline{\mathcal T}},\qquad
\overline{\mathcal T}=\int\frac{dw}{k_BT}\,\mathcal T(w)\,e^{-w/k_BT}.
\]

Therefore

\[
\frac{\rho_1}{\rho_0}=e^{-g}\,
\frac{\overline{\mathcal T}_0}{\overline{\mathcal T}_1}.
\]

The manuscript keeps the first factor and silently sets the second to one.

**The price of crossing the layer**

Take first a flat layer from \(x=0\) to \(x=t\), with the semiconductor on the left and the metal on the right. The wave numbers there are \(k_s\) and \(k_m\), and \(\kappa\) is the decay constant in the layer. Let the transmitted wave be \(e^{ik_m(x-t)}\), so that \(\psi(t)=1\) and \(\psi'(t)=ik_m\). The solution in the layer with these end values is

\[
\psi(x)=\cosh\kappa(t-x)-\frac{ik_m}{\kappa}\sinh\kappa(t-x).
\]

With \(C=\cosh\kappa t\) and \(Z=\sinh\kappa t\), its values at the semiconductor side are

\[
\psi(0)=C-\frac{ik_m}{\kappa}Z,\qquad
\psi'(0)=ik_mC-\kappa Z .
\]

In the semiconductor the wave is \(ae^{ik_sx}+re^{-ik_sx}\). Matching value and derivative and eliminating \(r\) gives

\[
a=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik_s}\right]
=\frac1{2k_s}\left[(k_s+k_m)C+i\left(\kappa-\frac{k_sk_m}{\kappa}\right)Z\right].
\]

The ratio of transmitted to incident flux is \(\mathcal T=k_m/(k_s|a|^2)\), or

\[
\mathcal T=\frac{4k_sk_m}{(k_s+k_m)^2C^2+(\kappa-k_sk_m/\kappa)^2Z^2}.
\]

Without a layer, \(C=1\) and \(Z=0\), leaving \(\mathcal T_0=4k_sk_m/(k_s+k_m)^2\). This reflection is present in the bare contact too and must not be charged to the layer. At equal \(k_m\), the ratio is

\[
\frac{\mathcal T_0}{\mathcal T_1}=C^2+
\frac{(\kappa-k_sk_m/\kappa)^2}{(k_s+k_m)^2}Z^2 .
\]

Thermionic electrons pass just above the barrier top, where they are slow: \(k_s\ll k_m,\kappa\). To leading order the ratio becomes

\[
P=\cosh^2\kappa t+\frac{\kappa^2}{k_m^2}\sinh^2\kappa t
=1+\left(1+\frac{\kappa^2}{k_m^2}\right)\sinh^2\kappa t .
\]

The metal wave number changes slightly between the contacts because the barrier top moves. With the metal's Fermi level 0.2 hartree above its band bottom, \(k_m\) is proportional to \(\sqrt{0.2+\phi}\). The neglected factor is \(\sqrt{0.21401/0.22059}=0.985\).

The real depletion barrier slopes down into the semiconductor and is not a flat step. If its slope at the top is \(F\), the waves there are Airy functions with wave-number scale \(q=(2mF)^{1/3}\). The incoming amplitude is still a linear combination \(\alpha\psi(0)+\beta\psi'(0)\), with \(|\alpha/\beta|\) of the order of the larger of \(q\) and \(k_s\). Both are well below \(k_m\) and \(\kappa\): at \(w=k_BT\), \(k_s\) is about a third of \(\kappa\) for the lowest layer considered below, and a smaller fraction for the others. The derivative term therefore dominates. For equal slopes \(\beta\) cancels in the ratio, leaving

\[
\frac{|\psi'(0)|^2_{\rm layer}}{|\psi'(0)|^2_{\rm bare}}
=\frac{k_m^2C^2+\kappa^2Z^2}{k_m^2}=P .
\]

The two contacts have different slopes, but this matters mainly within an energy \(F/q\) of the top, which is a small fraction of \(k_BT\) at the doping used here.

**Where the offset enters**

Let \(\Delta\) be the conduction-band edge of the layer minus that of the semiconductor at their common interface. The dipole tilts the layer. Its share of the potential-energy rise is

\[
v=(\phi_1-b)\frac{t/\varepsilon_i}{A_1}
=0.00401\times\frac24=0.0020\ \text{hartree}.
\]

Seen from the barrier top, the layer's edge is at \(\Delta\) on the semiconductor side and at \(\Delta-v\) on the metal side. For a weak tilt, the part of \(\int\kappa\,dx\) linear in the deviation from the mean height averages to zero, so the mean height sets the exponent. A linear term remains in the prefactor. For the 20-bohr layer it raises \(P\) by about 4 per cent at \(\Delta=0.01\) hartree and by 2 per cent or less from 0.03 hartree upwards. I neglect it and use

\[
\kappa=\sqrt{2m(\Delta-v/2)} .
\]

The corrected result for the thermionic regime is

\[
\frac{\rho_1}{\rho_0}\simeq e^{-g}P,
\]

and the benefit is cancelled when \(P=e^g\), that is, when

\[
\sinh^2\kappa t=\frac{e^g-1}{1+\kappa^2/k_m^2}.
\]

For a tunnel barrier \(P>1\). If \(g\le0\), no positive barrier height can satisfy the condition, and the layer does harm. If \(g>0\), \(P\) grows steadily with \(\kappa\), so there is one break-even height: lower layers help and higher ones harm.

Two limits show what controls it. For \(\kappa t\ll1\),

\[
P\simeq1+\left(1+\frac{\kappa^2}{k_m^2}\right)(\kappa t)^2,
\]

so a low, thin layer costs little. For \(\kappa t\gg1\),

\[
P\simeq\frac14\left(1+\frac{\kappa^2}{k_m^2}\right)e^{2\kappa t}.
\]

If also \(\kappa\ll k_m\), the break-even condition becomes \(\kappa t\simeq g/2+\ln2\), and hence

\[
\Delta^*\simeq\frac v2+\frac{(g/2+\ln2)^2}{2mt^2}.
\]

The logarithm is not a detail. With \(m=0.3\) and \(t=20\) bohr, \(2mt^2=240\), and

\[
\Delta^*\simeq0.0010+\frac{(3.464+0.693)^2}{240}=0.073\ \text{hartree}.
\]

Equating \(e^{2\kappa t}\) alone to \(e^g\) would give \(0.0010+3.464^2/240=0.051\) hartree. The bare exponential overstates the loss because it omits the factor \(1/4\) in the thick-layer form of \(P\).

**The same unpinning with four different outcomes**

I now keep the barrier at 0.381 eV and change only the offset. For \(\Delta=0.03\) hartree,

\[
\kappa t=20\sqrt{0.6(0.0300-0.0010)}=2.64,\qquad P=56,
\]

and the formula predicts \(\rho_1/\rho_0=56/1019=0.055\). The comparison values below come from integrating the Schrödinger equation through the tilted layer, joining the wave to Airy functions on the depletion slope and averaging thermally. The bare contact has \(\rho_0=96\ \Omega\,\mathrm{cm}^2\), or \(8.3\times10^{14}\) atomic units.

| \(\Delta\) (hartree) | \(P\) | \(e^{-g}P\) | integrated \(\rho_1/\rho_0\) | \(\rho_1\) (\(\Omega\,\mathrm{cm}^2\)) |
|---|---|---|---|---|
| 0.01 | 5.4 | 0.0053 | 0.0047 | 0.45 |
| 0.03 | 56 | 0.055 | 0.046 | 4.4 |
| 0.06 | 592 | 0.58 | 0.48 | 46 |
| 0.12 | 17000 | 17 | 14 | 1340 |

Every row has the same pinning factor and the same Schottky barrier. The first layer lowers the resistivity about two hundredfold. The third leaves a factor of two from the promised thousand, and the fourth makes the contact fourteen times worse. The manuscript's statement that equally unpinning layers serve equally well is therefore false within its own transport regime.

The formula lies 14 to 20 per cent above the integrated ratios. Two thermal corrections act in the observed direction. Expanding the flat-layer ratio to first order in \(k_s/k_m\) gives

\[
\frac{\mathcal T_0}{\mathcal T_1}\simeq P-\frac{2k_s}{k_m}
\left(1+\frac{\kappa^2}{k_m^2}\right)\sinh^2\kappa t .
\]

For a thick layer this is a relative reduction of \(2k_s/k_m\). In addition, an electron at energy \(w\) sees a lower layer, which reduces \(2\kappa t\) by about \(2mwt/\kappa\). For a flat height of 0.07 hartree, \(k_m=0.358\) and \(\kappa=0.205\) inverse bohr at the barrier top, and \(k_s=0.024\) inverse bohr at the representative energy \(w=k_BT\). The two reductions are then 0.13 and 0.06, together about 0.2 in the logarithm. The integration gives 0.20; an estimate at a single energy can confirm the size of the effect, but not its second digit. When \(k_BT\) is divided by 100 and the slope by 1000, which keeps the ratio of \(F/q\) to \(k_BT\) fixed, the discrepancy falls to 0.015. This is a test of the limiting formula, not a claim that the contact would work at 3 K.

**How thickness moves the break-even point**

In a real contact the metal-induced states weaken as the layer thickens, so \(D_1\) depends on \(t\); the table below isolates the tunnelling cost and the longer dipole arm and does not predict an optimum thickness. With the layered state density held at 0.01, the break-even offsets are:

| \(t\) (bohr) | \(\phi_1\) (hartree) | \(\Delta^*\), integrated | \(\Delta^*\), from \(P=e^g\) |
|---|---|---|---|
| 15 | 0.01367 | 0.130 | 0.126 |
| 20 | 0.01401 | 0.071 | 0.068 |
| 25 | 0.01433 | 0.044 | 0.042 |
| 30 | 0.01463 | 0.030 | 0.028 |

At 20 bohr, or 1.06 nm, the integrated break-even offset is 1.94 eV. Doubling the thickness from 15 to 30 bohr lowers the tolerable offset by a factor of 4.4. A factor of four comes from \(1/t^2\). The longer dipole arm also raises \(\phi_1\) and reduces \(g\) from 7.3 to 6.3, which lowers the tolerable offset further. The finite metal velocity works the other way, since its correction is larger for the thin layer with its larger \(\kappa\).

The simple estimate for \(\Delta^*\) gives 0.140, 0.073, 0.044 and 0.029 hartree. It lies above the solution of \(P=e^g\), because it omits \(\kappa^2/k_m^2\), but it is not an upper bound on the integrated value: at the two larger thicknesses it falls slightly below it. The full numerical output follows this comment.

**Two cases in which there is no benefit to cancel**

Suppose the 20-bohr layer leaves \(D\) at 0.3. The longer arm reduces \(S\) from 0.117 to 0.062, and the barrier rises from 0.02059 to 0.02125 hartree. The increase is \(0.7k_BT\), which costs a factor of two before any tunnelling loss is counted.

Suppose instead that the layer removes the states as before, but the metal has \(b=0.030\) hartree, above \(\phi_N\). The Fermi level is unpinned just as well, yet the barrier rises from 0.02294 to 0.02732 hartree. That is \(4.6k_BT\), a factor of about 100 in the wrong direction, again before tunnelling.

There is also a ceiling for the favourable metal. Perfect unpinning brings the barrier down to \(b\) and no further, so that

\[
g_{\max}=\frac{\phi_0-b}{k_BT}=\frac{0.01059}{0.000950}=11.15 .
\]

At the doping used here only about \(1.8k_BT\) of band bending remains at \(\phi=b\), so this ceiling lies at the edge of the depletion-barrier picture. To the accuracy of the formula, a layer with \(\ln P\) above about 11 cannot help this contact at 300 K, however completely it removes the states. The layer with \(\Delta=0.12\) hartree is not yet in that class: for \(S_1=1\) and \(v=0\), the formula gives \(\ln P=9.8\) and a resistivity ratio of about 0.26. Its failure at \(S_1=0.665\) results from the offset and the incomplete unpinning together.

**Limits of the correction**

The result needs a lightly doped semiconductor. A depletion layer of donor density \(N\) and width \(W\) adds the positive charge \(NW\), which lowers the barrier by \(4\pi SNWA\). At \(N=10^{-10}\) per cubic bohr this is at most \(0.04k_BT\) in the two contacts. At heavy doping it can become appreciable, and electrons also tunnel through the depletion layer below its top. The factor \(e^g\) then no longer measures the value of a lower barrier, and the break-even offsets above should not be carried over.

Within the thermionic regime and at fixed barriers, \(g\) varies as \(1/T\), whereas \(P\) is independent of temperature to leading order. Heating therefore lowers the break-even offset, and a layer that helps at one temperature can harm at a higher one. This holds only while a depletion barrier remains: at the doping used here, the band bending of the layered contact falls to about \(2k_BT\) at 400 K and \(0.5k_BT\) at 450 K.

The omitted image force and diffusion are comparable in size to the thermal corrections. With a semiconductor permittivity \(\varepsilon_s=12\), the image lowering \(\sqrt{F/\varepsilon_s}\) is 0.3 to 0.4 \(k_BT\), and for mobilities of 300 to 1000 cm\(^2\)/Vs diffusion would add roughly 10 to 40 per cent to \(\rho_0\). The resistivities and break-even offsets above are model values to that accuracy.

Conduction through traps or pinholes would add paths that \(P\) does not contain. A single effective mass is also a strong assumption for a layer only a few atoms thick, particularly when the offset is several electronvolts. A different mass in the layer would change both \(\kappa\) and the matching conditions.

**Revision requested**

The authors should report the layer's offset, thickness and tunnelling mass beside the barrier reduction, and compare \(\ln P\) with \(g\). A lower barrier for one metal is consistent with weaker pinning, but a fixed positive charge at the interface could also produce it. The slope of the barrier against the metal work function, measured on several metals, would help to tell the two apart. A statement that the layer lowers the contact resistance requires, in this regime, \(\ln P<g\), to within thermal corrections. These are about 0.15 to 0.25 in the logarithm at the break-even offsets of the 15 to 30 bohr layers treated here, and they grow for thicker, lower layers, where \(2mwt/\kappa\) is larger, reaching about 0.5 at 50 bohr.

## Table of computed values

```
temperature = 300 K, kT = 0.000950 hartree
effective mass = 0.3 electron masses
metal Fermi level above band bottom = 0.2 hartree
unpinned barrier b = 0.010 hartree
neutral-state barrier phi_N = 0.022 hartree
gap width = 4.0 bohr, gap permittivity = 2.0
layer thickness = 20.0 bohr = 1.058 nm
permittivity: layer 10.0, semiconductor 12.0
state density bare = 0.3 per hartree per bohr^2
state density with layer = 0.01 per hartree per bohr^2
donor density = 1.0e-10 per bohr^3
dipole arm A: bare 2.00, with layer 4.00 bohr
pinning factor S: bare 0.1171, with layer 0.6655
barrier bare = 0.02059 hartree = 0.560 eV
barrier with layer = 0.01401 hartree = 0.381 eV
barrier reduction = 0.00658 hartree, over kT = 6.927
thermionic gain factor exp(reduction/kT) = 1019.1
potential-energy drop across layer = 0.00201 hartree
layer but states kept: S = 0.0622, barrier = 0.02125 hartree
metal with b = 0.030 hartree: barrier bare 0.02294, with layer 0.02732 hartree
depletion-charge shift over kT: bare 0.0048, with layer 0.0368
bare contact resistivity = 8.321e+14 a.u. = 9.572e+01 ohm cm^2
thickness 20 bohr, same unpinning, four offsets:
 offset 0.01 hartree: kappa t = 1.469, P = 5.415
  rho1/rho0 numeric 0.004659, formula 0.005313; rho1 = 4.460e-01 ohm cm^2
 offset 0.03 hartree: kappa t = 2.638, P = 55.96
  rho1/rho0 numeric 0.04564, formula 0.05491; rho1 = 4.369e+00 ohm cm^2
 offset 0.06 hartree: kappa t = 3.763, P = 592
  rho1/rho0 numeric 0.4829, formula 0.5809; rho1 = 4.622e+01 ohm cm^2
 offset 0.12 hartree: kappa t = 5.344, P = 1.705e+04
  rho1/rho0 numeric 14.02, formula 16.73; rho1 = 1.342e+03 ohm cm^2
break-even offset in hartree (numeric, formula, simple estimate):
 t = 15 bohr, barrier 0.01367 hartree: 0.1304, 0.1259, 0.1403
 t = 20 bohr, barrier 0.01401 hartree: 0.0713, 0.0683, 0.0730
 t = 25 bohr, barrier 0.01433 hartree: 0.0439, 0.0418, 0.0436
 t = 30 bohr, barrier 0.01463 hartree: 0.0295, 0.0278, 0.0286
break-even offset at 20 bohr, numeric = 1.939 eV
log error of P at 300 K = -0.2001, at 3 K scaling = -0.0146
```
